**The sign of det g: absent from Zeeman splittings, present in dynamics**

For a Kramers doublet with H = (μB/2) σ·gB, splittings in static fields determine G = gᵀg but not the sign of det g. The program builds the three-electron (one-hole) states of a J = 3/2 valence quartet with Luttinger Zeeman parameters κ and q, heavy–light splitting Δ and rhombic coupling E. It asserts that six splittings recover G under generic shear, that a basis change acts on g as a proper rotation, and that reversing the whole moment leaves the spectrum unchanged at 5 T. It also asserts the formulas for precession, circular transition strengths, Rabi flips and geometric phase against matrix elements, time evolution or overlaps of numerical eigenstates. The output shows det g = 0.63 for hole A and −3.98 for hole B, with circular dichroism of 0.50 and −0.67. Reversing the moment of hole A turns its loop phase from 0.262 to −0.262 rad. The remaining lines give the critical E, the pulse time and rough sizes of effects outside the model; the vector-potential entry is a scale only, and the electric energy is not a spin-flip rate.

## Check in Python

```python
"""
Result under test: for a Kramers doublet H = (muB/2) sigma.(g B), static Zeeman
splittings fix only G = g^T g. The sign of det g is invisible in them, but it sets
the precession sense, the circular dichroism and the geometric phase.
Model: J=3/2 valence states with three electrons (one hole).
 kappa, q : Luttinger Zeeman parameters     delta : heavy-light splitting (eV)
 rhomb    : coefficient E of Jx^2-Jy^2 (eV) K[i]  : dH/dB_i in units of muB
Valence-electron Zeeman term: -2 muB (kappa J + q J^3).B
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq

muB = sc.physical_constants['Bohr magneton in eV/T'][0]
kB = sc.k / sc.e
hbar_eVs = sc.hbar / sc.e
h2m = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
rng = np.random.default_rng(4)

# rough typical values for a strained germanium quantum well
kappa, q, delta = 3.4, 0.07, 0.07
gam1, gam2, gam3 = 13.4, 4.2, 5.7
b_def, well, len_x, len_y = 2.3, 16.0, 50.0, 60.0
rhombs = {'A': 2e-4, 'B': 8e-4}
B0, B1, temp, tilt = 0.1, 1e-4, 0.1, np.radians(89.0)


def spin(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1).astype(complex)
    return np.array([(up + up.T)/2, (up - up.T)/2j, np.diag(m)])


J = spin(1.5)
sigma = 2 * spin(0.5)
K_one = np.array([-2*(kappa*a + q*a @ a @ a) for a in J])


def valence(rhomb):
    return (delta/2*(J[2] @ J[2] - 1.25*np.eye(4))
            + rhomb*(J[0] @ J[0] - J[1] @ J[1]))


# fermion operators for four valence orbitals, then the three-electron sector
ops = []
for i in range(4):
    full = np.eye(1)
    for k in range(4):
        part = np.diag([1., -1.]) if k < i else np.eye(2)
        if k == i:
            part = np.array([[0., 1.], [0., 0.]])
        full = np.kron(full, part)
    ops.append(full)
count = sum(a.T @ a for a in ops).diagonal()
sector = np.where(np.isclose(count, 3))[0]


def lift(h):
    big = sum(h[i, j]*ops[i].T @ ops[j] for i in range(4) for j in range(4))
    return big[np.ix_(sector, sector)]


K = np.array([lift(k) for k in K_one])


def g_from_basis(P, Kop):
    return np.array([[np.trace(s @ P.conj().T @ k @ P).real for k in Kop]
                     for s in sigma])


def g_numeric(H0, Kop):
    return g_from_basis(np.linalg.eigh(H0)[1][:, :2], Kop)


def with_field(H0, Kop, B):
    return H0 + muB*np.tensordot(B, Kop, axes=1)


def splitting(H0, Kop, B):
    w = np.linalg.eigvalsh(with_field(H0, Kop, B))
    return w[1] - w[0]


def g_formula(rhomb):
    th = 0.5*np.arctan2(2*np.sqrt(3)*rhomb, delta)
    c, s = np.cos(th), np.sin(th)
    r = np.sqrt(3)*c*s
    return -np.array([4*kappa*(r + s*s) + q*(3*c*c + 7*r + 10*s*s),
                      4*kappa*(r - s*s) + q*(-3*c*c + 7*r - 10*s*s),
                      2*kappa*(3*c*c - s*s) + q*(27*c*c - s*s)/2])


def rates(H0, Kop, b, u, v):
    st = np.linalg.eigh(with_field(H0, Kop, 0.01*b))[1]
    out = []
    for sense in (1, -1):
        op = np.tensordot((u + 1j*sense*v)/np.sqrt(2), Kop, axes=1)
        out.append(4*abs(st[:, 1].conj() @ op @ st[:, 0])**2)
    return np.array(out)


def loop_phase(H0, Kop, angle, n=4000):
    ph = 2*np.pi*np.arange(n)/n
    b = np.array([np.sin(angle)*np.cos(ph), np.sin(angle)*np.sin(ph),
                  np.cos(angle)*np.ones(n)]).T
    H = H0 + muB*B0*np.einsum('pi,ijk->pjk', b, Kop)
    low = np.linalg.eigh(H)[1][:, :, 0]
    links = np.einsum('pi,pi->p', low.conj(), np.roll(low, -1, axis=0))
    return -np.angle(np.prod(links))


def half_solid_angle(g, angle):
    x, wt = np.polynomial.legendre.leggauss(400)
    th, wt = angle*(x + 1)/2, wt*angle/2
    ph = 2*np.pi*np.arange(400)/400
    T, F = np.meshgrid(th, ph, indexing='ij')
    b = np.array([np.sin(T)*np.cos(F), np.sin(T)*np.sin(F), np.cos(T)])
    size = np.linalg.norm(np.tensordot(g, b, axes=1), axis=0)
    inner = (np.sin(T)/size**3).sum(axis=1)*2*np.pi/400
    return np.linalg.det(g)*(wt @ inner)/2


# sign convention: kappa=-1/3, q=0 is the bare spin moment of p states
L3, S3 = spin(1), spin(0.5)
Lx = np.array([np.kron(a, np.eye(2)) for a in L3])
Sx = np.array([np.kron(np.eye(3), a) for a in S3])
tot = Lx + Sx
ev, vec = np.linalg.eigh(sum(a @ a for a in tot))
quart = vec[:, np.isclose(ev, 3.75)]
for a, s in zip(tot, Sx):
    bare = quart.conj().T @ (2*s) @ quart
    assert np.allclose(bare, -2*(-1/3)*quart.conj().T @ a @ quart)

# generic shear strains: splittings, basis changes, dichroism, time reversal
anti = lambda i, j: J[i] @ J[j] + J[j] @ J[i]
shear = 0.004*(J[0] @ J[0] - J[1] @ J[1]) + 0.003*anti(0, 1) \
    + 0.004*anti(0, 2) + 0.002*anti(1, 2)
signs = []
for scale in (0.05, 1.0):
    H0 = lift(valence(0) + scale*shear)
    g = g_numeric(H0, K)
    G, det = g.T @ g, np.linalg.det(g)
    signs.append(np.sign(det))
    dirs = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                     [1, 1, 0], [1, 0, 1], [0, 1, 1]], float)
    dirs /= np.linalg.norm(dirs, axis=1)[:, None]
    sq = [(splitting(H0, K, 0.01*d)/(0.01*muB))**2 for d in dirs]
    rows = [[x*x, y*y, z*z, 2*x*y, 2*x*z, 2*y*z] for x, y, z in dirs]
    a = np.linalg.solve(rows, sq)
    G_meas = np.array([[a[0], a[3], a[4]], [a[3], a[1], a[5]],
                       [a[4], a[5], a[2]]])
    assert np.allclose(G_meas, G, atol=1e-3)
    for _ in range(10):
        d = rng.normal(size=3)
        d /= np.linalg.norm(d)
        seen = splitting(H0, K, 0.01*d)/(0.01*muB)
        assert abs(seen - np.sqrt(d @ G_meas @ d)) < 1e-3
    # arbitrary unitary basis change gives a proper rotation
    P = np.linalg.eigh(H0)[1][:, :2]
    U = np.linalg.qr(rng.normal(size=(2, 2)) + 1j*rng.normal(size=(2, 2)))[0]
    g_new = g_from_basis(P @ U, K)
    R = g_new @ np.linalg.inv(g)
    assert np.allclose(R @ R.T, np.eye(3), atol=1e-6)
    assert abs(np.linalg.det(R) - 1) < 1e-6
    # circular transition strengths from the full eigenstates
    b = np.array([0.3, -0.5, 0.8])
    b /= np.linalg.norm(b)
    w = np.array([0.6, 0.2, 0.7])
    w /= np.linalg.norm(w)
    u = np.cross(w, [1, 0, 0])
    u /= np.linalg.norm(u)
    v = np.cross(w, u)
    Wp, Wm = rates(H0, K, b, u, v)
    want = 2*det*(b @ w)/np.sqrt(b @ G @ b)
    assert abs(Wp - Wm - want) < 2e-3*abs(want)
    M = G - np.outer(G @ b, G @ b)/(b @ G @ b)
    assert abs(Wp + Wm - u @ M @ u - v @ M @ v) < 1e-3*(Wp + Wm)
    # reversing the whole moment leaves every level unchanged at strong field
    hi = np.linalg.eigvalsh(with_field(H0, K, 5*b))
    assert np.allclose(hi, np.linalg.eigvalsh(with_field(H0, -K, 5*b)),
                       atol=1e-12)
assert signs[0]*signs[1] < 0

# precession of m = g^T <sigma> from exact evolution (hbar = muB = 1)
for _ in range(4):
    g = rng.normal(size=(3, 3))
    B = rng.normal(size=3)
    psi = rng.normal(size=2) + 1j*rng.normal(size=2)
    psi /= np.linalg.norm(psi)
    H = np.tensordot(g @ B, sigma, axes=1)/2

    def moment(t):
        p = expm(-1j*H*t) @ psi
        return g.T @ np.array([(p.conj() @ s @ p).real for s in sigma])
    rate = (moment(1e-4) - moment(-1e-4))/2e-4
    law = np.linalg.det(g)*np.cross(B, np.linalg.solve(g.T @ g, moment(0)))
    assert np.allclose(rate, law, atol=1e-5)


def flips(g):
    """Flip probabilities for both drive senses, with the Rabi formula."""
    field = 1/abs(g[2])
    drive = 0.02/(abs(g[0]) + abs(g[1]))
    t_end = np.pi/(2*0.005)
    low, high = np.linalg.eigh(g[2]*field*sigma[2]/2)[1].T
    got, formula = [], []
    for sense in (1, -1):
        def rhs(t, y):
            bx = g[0]*drive*np.cos(t)
            by = g[1]*drive*sense*np.sin(t)
            H = (bx*sigma[0] + by*sigma[1] + g[2]*field*sigma[2])/2
            return -1j*(H @ y)
        y = solve_ivp(rhs, (0, t_end), low.astype(complex), method='DOP853',
                      rtol=1e-8, atol=1e-10).y[:, -1]
        got.append(abs(high.conj() @ y)**2)
        rabi = drive*abs(g[0] + sense*np.sign(g[2])*g[1])/4
        formula.append(np.sin(rabi*t_end)**2)
    assert np.allclose(got, formula, atol=0.03)   # counter-rotating terms
    return got


print(f"kappa = {kappa}, q = {q} (rough Ge values)")
print(f"heavy-light splitting = {delta} eV")
print(f"static field = {B0} T, rotating field = {B1:.1e} T")
ex, ey, ez = np.eye(3)
result = {}
for name, rhomb in rhombs.items():
    H0 = lift(valence(rhomb))
    g = g_formula(rhomb)
    gn = g_numeric(H0, K)
    det = np.prod(g)
    assert np.allclose(gn.T @ gn, np.diag(g**2), atol=1e-6)
    assert abs(np.linalg.det(gn) - det) < 1e-6
    # one-electron top doublet agrees; bare negation reverses the determinant
    g_top = g_numeric(-valence(rhomb), K_one)
    g_naive = g_numeric(-valence(rhomb), -K_one)
    assert abs(np.linalg.det(g_top) - det) < 1e-6
    assert abs(np.linalg.det(g_naive) + det) < 1e-6
    Wp, Wm = rates(H0, K, ez, ex, ey)
    dich = (Wp - Wm)/(Wp + Wm)
    assert abs(dich - np.sign(g[2])*2*g[0]*g[1]/(g[0]**2 + g[1]**2)) < 1e-3
    phase, twin = loop_phase(H0, K, tilt), loop_phase(H0, -K, tilt)
    half = half_solid_angle(np.diag(g), tilt)
    assert abs(np.exp(1j*phase) - np.exp(1j*half)) < 2e-3
    assert abs(np.exp(1j*twin) - np.exp(-1j*half)) < 2e-3
    pf = flips(g)
    result[name] = (g, det)
    print(f"{name}: rhombic coupling E = {rhomb:.1e} eV")
    print(f"{name}: gx, gy, gz = {g[0]:.4f}, {g[1]:.4f}, {g[2]:.3f}")
    print(f"{name}: det g = {det:.4f}; negated-H det = "
          f"{np.linalg.det(g_naive):.4f}")
    sp = [splitting(H0, K, B0*d) for d in (ex, ey, ez)]
    print(f"{name}: splittings x, y, z = {sp[0]:.3e}, {sp[1]:.3e}, "
          f"{sp[2]:.3e} eV")
    print(f"{name}: W+, W- (field z) = {Wp:.5f}, {Wm:.5f}")
    print(f"{name}: dichroism (W+ - W-)/(W+ + W-) = {dich:.4f}")
    print(f"{name}: flip probability ccw, cw = {pf[0]:.3f}, {pf[1]:.3f}")
    print(f"{name}: loop phase, reversed-moment twin = {phase:.4f}, "
          f"{twin:.4f} rad")
assert result['A'][1]*result['B'][1] < 0

# sign change between the two devices
crit = brentq(lambda e: g_formula(e)[1], rhombs['A'], rhombs['B'])
closed = splitting(lift(valence(crit)), K, B0*ey)/(muB*B0)
assert closed < 1e-4
assert abs(crit/(q*delta/(4*kappa)) - 1) < 0.1
print(f"critical E = {crit:.4e} eV; q*delta/(4 kappa) = "
      f"{q*delta/(4*kappa):.4e} eV")
print(f"effective |g| along y at critical E = {closed:.1e}")
print(f"strain difference at critical E = {2*crit/b_def:.2e} "
      f"(deformation potential {b_def} eV, rough)")

# sizes of neglected effects for device A
gA = result['A'][0]
n = np.arange(2, 60, 2)
kz = 4*n/(well*(n*n - 1.0))
check = quad(lambda z: 2/well*np.sin(2*np.pi*z/well)*np.pi/well
             * np.cos(np.pi*z/well), 0, well)[0]
assert abs(check - kz[0]) < 1e-9
gap = delta + h2m*(np.pi/well)**2*(gam1 + 2*gam2)*(n*n - 1)
dgz = 12*gam3**2*2*h2m*np.sum(kz**2/gap)
assert dgz < abs(gA[2])                     # cannot reverse the sign of gz
e_orb = gam2*h2m*abs(1/(2*len_x**2) - 1/(2*len_y**2))
vec_scale = gam3**2*2*h2m/(2*len_x**2)/delta
reduced = np.diag([gA[0], gA[1], gA[2] + dgz])
far = splitting(lift(valence(rhombs['A'])), K, ey)/muB
rabi_energy = muB*B1*(abs(gA[0]) + abs(gA[1]))/4
zee = muB*B0*abs(gA[2])
print(f"Luttinger gammas (rough) = {gam1}, {gam2}, {gam3}")
print(f"well width = {well} nm; dot lengths = {len_x}, {len_y} nm")
print(f"neglected orbital change of |gz| = {dgz:.2f}")
print(f"A: loop phase with |gz| reduced so = "
      f"{half_solid_angle(reduced, tilt):.4f} rad")
print(f"dot-shape rhombic coupling = {e_orb:.2e} eV, g change = "
      f"{12*kappa*e_orb/delta:.4f}")
print(f"vector-potential in-plane g, scale only = {vec_scale:.4f}")
print(f"A: nonlinear change of |g| along y at 1 T = {far - abs(gA[1]):.1e}")
print(f"A: tilt from y where gz part equals gy part = "
      f"{np.degrees(np.arctan(abs(gA[1]/gA[2]))):.3f} deg")
print(f"thermal energy at {temp} K = {kB*temp:.2e} eV; polarization = "
      f"{np.tanh(zee/(2*kB*temp)):.4f}")
print(f"A: pi-pulse time, stronger sense = "
      f"{np.pi*hbar_eVs/(2*rabi_energy)*1e6:.2f} microseconds")
print(f"plane-wave electric energy e*c*B1*len_x = "
      f"{sc.c*B1*len_x*1e-9:.2e} eV")
print(f"A: magnetic drive matrix element = {rabi_energy:.2e} eV")
print(f"field-loop tilt from z = {np.degrees(tilt):.1f} deg")
print("OK")
```

It prints:

```
kappa = 3.4, q = 0.07 (rough Ge values)
heavy-light splitting = 0.07 eV
static field = 0.1 T, rotating field = 1.0e-04 T
A: rhombic coupling E = 2.0e-04 eV
A: gx, gy, gz = -0.3311, 0.0896, -21.344
A: det g = 0.6331; negated-H det = -0.6331
A: splittings x, y, z = 1.917e-06, 5.185e-07, 1.235e-04 eV
A: W+, W- (field z) = 0.08849, 0.02917
A: dichroism (W+ - W-)/(W+ + W-) = 0.5042
A: flip probability ccw, cw = 1.000, 0.615
A: loop phase, reversed-moment twin = 0.2623, -0.2623 rad
B: rhombic coupling E = 8.0e-04 eV
B: gx, gy, gz = -0.6982, -0.2672, -21.334
B: det g = -3.9801; negated-H det = 3.9801
B: splittings x, y, z = 4.042e-06, 1.547e-06, 1.235e-04 eV
B: W+, W- (field z) = 0.09289, 0.46601
B: dichroism (W+ - W-)/(W+ + W-) = -0.6676
B: flip probability ccw, cw = 0.416, 1.000
B: loop phase, reversed-moment twin = -0.9829, 0.9829 rad
critical E = 3.4956e-04 eV; q*delta/(4 kappa) = 3.6029e-04 eV
effective |g| along y at critical E = 3.6e-06
strain difference at critical E = 3.04e-04 (deformation potential 2.3 eV, rough)
Luttinger gammas (rough) = 13.4, 4.2, 5.7
well width = 16.0 nm; dot lengths = 50.0, 60.0 nm
neglected orbital change of |gz| = 5.28
A: loop phase with |gz| reduced so = 0.4053 rad
dot-shape rhombic coupling = 9.78e-06 eV, g change = 0.0057
vector-potential in-plane g, scale only = 0.0071
A: nonlinear change of |g| along y at 1 T = 3.6e-04
A: tilt from y where gz part equals gy part = 0.240 deg
thermal energy at 0.1 K = 8.62e-06 eV; polarization = 1.0000
A: pi-pulse time, stronger sense = 1.70 microseconds
plane-wave electric energy e*c*B1*len_x = 1.50e-03 eV
A: magnetic drive matrix element = 6.09e-10 eV
field-loop tilt from z = 89.0 deg
OK
```
